Stored Electrons and Thermal Charge Noise in a 10 fF Memory Capacitor

**Definitions and conventions**

A capacitor of capacitance C has a voltage V across it. Its electrodes carry charges +q and −q, and q is called the charge on the capacitor. If n electrons have been moved from one electrode to the other, then

q = ne,

where e = 1.602 × 10⁻¹⁹ C is the elementary charge, taken positive. The number n is an imbalance. It does not count all the electrons in the metal, and the capacitor as a whole stays neutral.

The average charge is written Q and the average count N = Q/e. The departure from the average is δq = q − Q. Its root-mean-square (rms) value is σ_q = √⟨δq²⟩, and σ_n = σ_q/e is the same quantity in electrons. T is the absolute temperature and k is Boltzmann's constant.

The capacitor is charged by an ideal voltage source through a switch. While closed, the switch behaves as a resistor R at temperature T. The capacitance is taken to be constant, so Q = CV. The example has C = 10 fF, V = 0.50 V and T = 300 K.

**The estimate on the back of an envelope**

The stored charge is

Q = CV = (10 × 10⁻¹⁵ F)(0.50 V) = 5.0 × 10⁻¹⁵ C = 5.0 fC.

Dividing by the charge of one electron gives

N = Q/e = (5.0 × 10⁻¹⁵ C)/(1.602 × 10⁻¹⁹ C) ≈ 31,200.

For the thermal fluctuation, note that an excess charge δq costs an energy of order δq²/(2C). Thermal agitation supplies an average energy kT/2 to a quantity whose energy is quadratic. Setting the two equal,

σ_q²/(2C) = kT/2, so σ_q = √(kTC).

With kT = 4.14 × 10⁻²¹ J,

σ_q = √[(4.14 × 10⁻²¹ J)(1.0 × 10⁻¹⁴ F)] ≈ 6.4 × 10⁻¹⁸ C,

which is about 40 electrons. The stored charge is therefore nearly 780 times its rms thermal fluctuation.

Two points in this argument need support. The energy δq²/(2C) was assigned to the departure from Q, although the capacitor's own energy is q²/(2C), with its minimum at q = 0. The resistor was also ignored, although it is what exchanges heat and charge with the capacitor.

**The energy, with the source included**

While the switch is closed, charge can move between capacitor and source. When a charge q has flowed onto the capacitor, the source has done work qV and its energy has fallen by that amount. The energy that governs the fluctuations is thus

U(q) = q²/(2C) − qV.

To complete the square, expand

(q − CV)²/(2C) = q²/(2C) − qV + CV²/2.

The first two terms on the right are U(q), so

U(q) = (q − CV)²/(2C) − CV²/2.

The last term does not depend on q. The minimum lies at q = CV, and a departure δq from it costs δq²/(2C), as the estimate assumed. Without the source term the minimum would have been at zero charge.

In thermal equilibrium the probability of a charge q is proportional to exp[−U(q)/(kT)]. The constant term cancels on normalisation. With x = q − CV, the weight is

w(x) = exp[−x²/(2kTC)].

This is even in x, so ⟨x⟩ = 0 and the average charge is CV. To find ⟨x²⟩, differentiate the weight:

dw/dx = −[x/(kTC)] w, or x w = −kTC dw/dx.

Multiply by x and integrate over all x, using integration by parts:

∫ x² w dx = −kTC ∫ x (dw/dx) dx
= −kTC [x w] + kTC ∫ w dx.

The bracket is evaluated at x = ±∞, where the Gaussian makes it vanish. Dividing by ∫ w dx gives

⟨δq²⟩ = kTC.

The voltage fluctuation follows from δV = δq/C:

σ_V = σ_q/C = √(kT/C).

A larger capacitor has more charge noise but less voltage noise.

The integral treats charge as continuous, whereas the stored imbalance is counted in whole electrons once the switch is open. The replacement is good when the distribution is many electrons wide. Its variance in electrons is

σ_n² = kTC/e² = kT/(e²/C),

so e²/C ≪ kT is sufficient. It is stricter than needed: the error in the rms value is about one part in 10⁷ at e²/C = kT and becomes large only when e²/C is several kT. Here (e²/C)/(kT) = 6.2 × 10⁻⁴. A direct sum of the Boltzmann weights over whole n gives an rms count of 40.17, the same as the continuous formula to the digits shown.

**Why the resistance drops out**

The same result can be reached from the noise of the resistor. A resistor in equilibrium has a noise voltage whose mean square per unit frequency is 4kTR, counting positive frequencies f. This classical form holds when hf ≪ kT, with h Planck's constant.

The resistor and capacitor form a voltage divider. The capacitor's impedance is 1/(i2πfC), so the fraction of the noise voltage that appears across it is

[1/(i2πfC)]/[R + 1/(i2πfC)] = 1/(1 + i2πfRC).

The squared magnitude of this fraction is 1/[1 + (2πfRC)²]. Adding up all frequencies,

σ_V² = ∫₀^∞ 4kTR/[1 + (2πfRC)²] df.

Let u = 2πfRC, so that df = du/(2πRC). Then

σ_V² = [4kTR/(2πRC)] ∫₀^∞ du/(1 + u²)
= [2kT/(πC)](π/2)
= kT/C.

Multiplying by C² recovers σ_q² = kTC. A larger R makes the noise stronger at each low frequency but narrows the band that reaches the capacitor in the same proportion. Numerical integration gives 0.6436 mV both for R = 10 kΩ and for R = 1000 kΩ, with C and T held fixed.

The resistance does set how long equilibrium takes. A departure from the mean decays on average as exp(−t/RC). For R = 10 kΩ the time RC is 0.10 ns, so a write lasting 10 ns spans 100 such times and the memory of the earlier charge is negligible. The classical noise formula is also suitable: the energy ħ/(RC), which belongs to the frequency scale of the circuit, is 2.55 × 10⁻⁴ of kT. The integral does extend past hf ≈ kT, but that tail contributes little. For R = 10 kΩ the quantum noise spectrum gives 0.6433 mV without the zero-point term, and 0.6436 to 0.6437 mV with it for cutoffs of 40 to 400 kT/h.

When the switch opens, the charge can no longer exchange with the source. An ideal isolated capacitor then keeps whatever value it had at that moment. The figure of 40 electrons therefore describes the scatter between repeated writes of the same cell, not a continuing motion of charge in the isolated cell. This picture assumes that opening the switch injects no extra charge.

**The comparison**

The ratio of stored charge to rms fluctuation is

Q/σ_q = CV/√(kTC) = V√(C/(kT)).

For the example,

Q/σ_q = 31,208/40.17 ≈ 777.

The relative rms fluctuation is the inverse, 0.13% of the stored charge. In voltage it is 0.64 mV out of 500 mV. One electron changes the voltage by e/C = 16 µV, and 40 of them account for the 0.64 mV.

The square of the ratio has a simple meaning. With the stored energy E = CV²/2,

(Q/σ_q)² = C²V²/(kTC) = CV²/(kT) = 2E/(kT).

Here E = 1.25 fJ, which is 3.0 × 10⁵ kT. Although the rms fluctuation is about a thousandth of the charge, the energy ratio is far larger because it goes as the square.

This energy controls the chance that a write by this equilibrium process would leave zero or reversed charge. Such an outcome requires δq ≤ −CV. At the edge of that range the Gaussian weight is

exp[−(CV)²/(2kTC)] = exp[−CV²/(2kT)] = exp[−E/(kT)].

The discrete sum puts the probability near 10 to the power −131,000. In this model, thermal charge noise does not turn one stored state into the other in any practical sense.

The limits of the ratio are also informative. At fixed V and T, reducing C by a factor of four reduces N by four but σ_n by two, so the ratio falls by two, from 777 to about 388. At fixed C and T, reducing V lowers N while σ_n stays at 40. The ratio reaches one when V = √(kT/C) = 0.64 mV. At V = 0 the mean count is zero, yet the fluctuation remains, with either sign equally likely.

**Why the fluctuation is not √N**

If the 31,208 electrons had arrived independently, Poisson statistics would give an rms fluctuation of √N = 177. The thermal result is less than a quarter of this. To see what sets the difference, divide the variance of the count by its mean:

σ_n²/N = (kTC/e²)/(CV/e) = kT/(eV).

For independent arrivals, all in one direction, this quantity would be one. Here kT/e = 25.85 mV and V = 500 mV, so it is 0.052.

The electrons are not independent because they share one electrostatic energy. Each excess electron raises the capacitor voltage and makes the next excess less likely; a deficit has the opposite effect. The restoring voltage δq/C depends on the departure and on C, not on the mean charge. The temperature sets the thermal agitation that it opposes. The two estimates coincide at V = kT/e. Above that voltage the thermal fluctuation is smaller than √N, and below it the thermal fluctuation is larger. The restoring voltage can only reduce the scatter, so it does not explain that excess. The excess arises because electrons cross the switch in both directions and N is only the net number, which at low voltage is much smaller than the number of crossings.

**What remains of the ratio when the cell is read**

A memory cell is read by connecting it to a wire, the bitline, of capacitance C_B. Let the bitline first be set to the voltage of the cell's far electrode, the plate, and measure all voltages from there. The cell brings a mean charge CV and the bitline brings none. After they are joined, both have the voltage

V_read = CV/(C + C_B).

For C_B = 30 fF this is 0.50 V × 10/40 = 125 mV.

The noise has two parts. Let q₁ be the cell charge and q₂ the bitline charge, now written as departures from their means. Their sum S = q₁ + q₂ is conserved during the reading. If the cell and bitline were prepared independently at the same temperature, their variances add:

⟨S²⟩ = kTC + kTC_B = kT(C + C_B).

The second part is the exchange of charge through the closed switch. Write

q₁ = CS/(C + C_B) − y, q₂ = C_B S/(C + C_B) + y,

where y is the charge displaced from equal sharing of voltage. In the energy q₁²/(2C) + q₂²/(2C_B), the terms proportional to Sy are −Sy/(C + C_B) and +Sy/(C + C_B), which cancel. The terms in y² are

(y²/2)(1/C + 1/C_B) = y²(C + C_B)/(2CC_B).

This is the energy of a charge y on a capacitance CC_B/(C + C_B). Hence, after equilibration, y is independent of S and

⟨y²⟩ = kTCC_B/(C + C_B).

The variance of the bitline charge is then

⟨q₂²⟩ = [C_B/(C + C_B)]² kT(C + C_B) + kTCC_B/(C + C_B)
= kTC_B(C_B + C)/(C + C_B)
= kTC_B.

Dividing by C_B² gives a voltage variance kT/C_B, or an rms noise of 0.37 mV. The signal-to-noise ratio on the bitline is 125/0.372 ≈ 336. Compared with the cell alone, the signal has fallen by a factor of 4 and the noise by √3, so the ratio has fallen from 777 to 777 × √3/4. These figures are for a single bitline. Noise from the amplifier, and from any second bitline used as a reference, is not included.

**The model beside a real cell**

The values chosen are rough ones for a DRAM cell with a zirconia- or hafnia-based dielectric. For a film thickness d = 5.0 nm and relative permittivity ε_r = 35, the parallel-plate formula requires an area

A = Cd/(ε₀ε_r) = 0.161 µm²,

where ε₀ is the vacuum permittivity. This is much more than the footprint of a modern cell, roughly one to a few thousand nm², which is why the electrodes are built as tall structures. The flat-plate estimate ignores their curvature, which raises the field at the inner electrode; for a pillar of 10 nm radius it is about 1.2 MV/cm there. The field V/d is 1.0 MV/cm, below a rough breakdown field of 4 MV/cm, and the charge density is 3.1 µC/cm². The linear relation Q = CV would fail for a film with ferroelectric hysteresis, whose charge depends on its history. Even in a linear cell, a 10% error in C at fixed voltage shifts the stored count by about 3,100 electrons, nearly 80 times the thermal rms value.

Temperature has only a small direct effect on the thermal charge noise. At 358 K, with C fixed, σ_n rises by √(358/300), from 40 to 44 electrons.

Leakage matters more. A rough total current of 1 fA, taken as constant and covering tunnelling, traps and the transistor together, removes in 64 ms

(1 × 10⁻¹⁵ A)(64 × 10⁻³ s)/e ≈ 400 electrons.

That is ten times the thermal rms value, though only 1.3% of the stored charge. If the leaking electrons cross independently in one direction, their number scatters by √400 = 20. Independent variances add, so the combined scatter is √(40² + 20²) ≈ 45 electrons. This holds for a current that does not depend on the cell voltage. If the current rises steeply with voltage, cells written high lose more and the scatter is smaller, about 40 electrons for an e-fold rise per 50 mV. The mean loss is thus more important here than the noise it adds. Leakage usually rises with temperature, often steeply, so a hot cell can lose much more charge than this estimate made with a fixed current.

The amplifier that senses the bitline may have an offset, taken here as roughly 10 mV. A cell charge ΔQ changes the shared voltage by ΔQ/(C + C_B), so this offset is equivalent to

ΔQ/e = (40 fF)(10 mV)/e ≈ 2,500 electrons.

For these values, the amplifier offset outweighs the thermal fluctuation of the written charge by a factor of about 60. The capacitance error does so by nearly 80 in stored count. Referred to the bitline like the offset, it does so by a little under 60, because a change in C also changes the sharing: a cell 10% larger reads 134 mV instead of 125 mV. The thermal noise present at the read, 0.37 mV on the bitline, is equivalent to about 93 electrons of cell charge. This figure already includes the 40 left by the write; without them it would be √(93² − 40²) ≈ 84. The 10 mV offset is still about 27 times greater than this read noise. The ratio of 777 compares the stored charge with one source of noise; it is not the full margin with which the cell is read. The numerical output below lists the inputs and results.

Numbers as computed

```
INPUTS
Capacitance: 10.0 fF
Capacitor voltage: 0.50 V
Temperature: 300 K
Switch resistance: 10 kohm
Write time: 10 ns
Film thickness: 5.0 nm
Relative permittivity: 35 (no unit)
Bitline capacitance: 30 fF
CHARGE AND THERMAL NOISE
Elementary charge: 1.602177e-19 C
Thermal energy kT: 4.1419e-21 J
Thermal voltage kT/e: 25.85 mV
Stored charge: 5.000 fC
Displaced electrons: 31208 electrons
Rms thermal charge: 6.436 aC
Rms thermal count: 40.17 electrons
Rms count from discrete sum: 40.17 electrons
Charge / rms noise: 776.9 (no unit)
Relative rms noise: 0.129 %
Rms voltage noise: 0.6436 mV
Noise integral, 10 kohm: 0.6436 mV
Noise integral, 1000 kohm: 0.6436 mV
Voltage per electron: 16.02 uV
Poisson guess sqrt(N): 176.7 electrons
Variance / mean count: 0.0517 (no unit)
Stored energy: 1.250 fJ
Stored energy / kT: 3.0179e+05 (no unit)
log10 reversal chance: -131068 (no unit)
DEVICE AND READING
Electrode area: 0.161 um2
Dielectric field: 1.00 MV/cm
Rough breakdown field: 4.0 MV/cm
Charge density: 3.10 uC/cm2
Bitline signal: 125.0 mV
Bitline thermal noise: 0.372 mV
Bitline signal / noise: 336 (no unit)
OMITTED EFFECTS
Hot temperature: 358 K
Rms count when hot: 43.88 electrons
Rough leakage current: 1.0 fA
Hold time: 64 ms
Leaked count: 399 electrons
Leakage shot noise: 20.0 electrons
Thermal plus shot noise: 44.9 electrons
Capacitance error: 10 %
Count from that error: 3121 electrons
Rough amplifier offset: 10 mV
Offset as cell charge: 2497 electrons
RC time: 0.10 ns
(e^2/C) / kT: 6.20e-04 (no unit)
(hbar/RC) / kT: 2.55e-04 (no unit)
```
